# Integrating out a heavy lepton: from vacuum polarization to contact interaction: a numerical check

```python
"""
Result under test: a heavy Dirac lepton of mass M leaves, at one loop,
    L6 = c F_{mu nu} box F^{mu nu},   c = alpha/(60 pi M^2),
and a photon field redefinition turns it into the contact term
    -2 c J.J = -(2 alpha^2/(15 M^2)) j.j,   J = e j  (current of light fields).
Conventions: hbar = c = 1, e^2 = 4 pi alpha, metric (+,-,-,-),
L = -F^2/4 - J.A.  Q^2 = -q^2 is the spacelike momentum squared.
a is the Bohr radius of the atom, including the reduced mass.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

alpha = const.fine_structure
pi = np.pi


def gauss(n, lo, hi):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


# ---------- vacuum polarization: derived parameter integral ----------
x_nodes, x_weights = gauss(80, 0.0, 1.0)


def polarization(Q_over_M):
    """Subtracted polarization at spacelike momentum Q."""
    y = x_nodes * (1 - x_nodes)
    z = np.asarray(Q_over_M, dtype=float)[..., None] ** 2
    return 2 * alpha / pi * np.sum(x_weights * y * np.log1p(y * z), axis=-1)


# ---------- vacuum polarization: direct four-dimensional loop ----------
s1 = np.array([[0, 1], [1, 0]], complex)
s2 = np.array([[0, -1j], [1j, 0]], complex)
s3 = np.array([[1, 0], [0, -1]], complex)
gam = [np.kron(s2, s) for s in (s1, s2, s3)] + [np.kron(s3, np.eye(2))]
for i in range(4):
    for j in range(4):
        anti = gam[i] @ gam[j] + gam[j] @ gam[i]
        assert np.allclose(anti, 2 * (i == j) * np.eye(4))


def propagator(k):
    """Euclidean propagator 1/(i kslash + 1), with M = 1."""
    kslash = sum(k[:, m, None, None] * gam[m] for m in range(4))
    return (np.eye(4) - 1j * kslash) / (1 + np.sum(k**2, axis=1))[:, None, None]


def subtracted_loop(Q, component):
    """Loop trace without its Taylor terms below q^4, divided by Q^4.

    The geometric remainder S(k+q)(-i qslash S(k))^4 is exact, so there
    is no numerical subtraction.  Q = 0 gives the q^4 coefficient.
    The external momentum is along axis 3.
    """
    u, wu = gauss(16, 0.0, 1.0)
    phi1 = 2 * pi * np.arange(8) / 8
    phi2 = 2 * pi * np.arange(32) / 32
    U, A, B = np.meshgrid(u, phi1, phi2, indexing="ij")
    W = np.broadcast_to(wu[:, None, None] / (8 * 32), U.shape).ravel()
    unit = np.stack([np.sqrt(U) * np.cos(A), np.sqrt(U) * np.sin(A),
                     np.sqrt(1 - U) * np.sin(B),
                     np.sqrt(1 - U) * np.cos(B)], axis=-1).reshape(-1, 4)
    r, wr = gauss(60, 0.0, 1.0)
    total = 0.0
    for ri, wi in zip(r, wr):
        radius = ri / (1 - ri)
        k = radius * unit
        S = propagator(k)
        S_shift = propagator(k + np.array([0, 0, 0, Q]))
        step = -1j * gam[3] @ S
        step2 = step @ step
        product = gam[component] @ S_shift @ step2 @ step2
        product = product @ gam[component] @ S
        trace = np.trace(product, axis1=1, axis2=2).real
        total += (wi / (1 - ri)**2 * 2 * pi**2 * radius**3
                  * np.sum(W * trace) / (2 * pi)**4)
    return total


e_squared = 4 * pi * alpha
slope_loop = e_squared * subtracted_loop(0.0, 0)
slope_formula = alpha / (15 * pi)
pol_loop = e_squared * subtracted_loop(1.0, 0)
pol_formula = float(polarization(1.0))
longitudinal = e_squared * subtracted_loop(1.0, 3)
assert abs(slope_loop / slope_formula - 1) < 1e-7
assert abs(pol_loop / pol_formula - 1) < 1e-7
assert abs(longitudinal / pol_formula) < 1e-7
c_loop = slope_loop / 4      # L = -F(1-Pi)F/4, with Q^2 -> box

# ---------- operator identity on an explicit polynomial field ----------
X = sp.symbols("t x y z")
t, x, y, z = X
sign = [1, -1, -1, -1]
A_low = [t**2*x*y + z**3*x, x**2*t*z + y**4, t**3*y + x*z**2*t, x**3*y + t**2*z*y]
F = [[sp.diff(A_low[n], X[m]) - sp.diff(A_low[m], X[n])
      for n in range(4)] for m in range(4)]
D_up = [sum(sp.diff(sign[m] * sign[n] * F[m][n], X[m])
            for m in range(4)) for n in range(4)]


def box(f):
    return sum(sign[m] * sp.diff(f, X[m], 2) for m in range(4))


F_box_F = sum(sign[m] * sign[n] * F[m][n] * box(F[m][n])
              for m in range(4) for n in range(4))
D_squared = sum(sign[n] * D_up[n]**2 for n in range(4))
surface = sum(sign[m] * sp.diff(2 * sum(F[m][n] * D_up[n] for n in range(4)), X[m])
              for m in range(4))
assert sp.expand(F_box_F) != 0
assert sp.expand(F_box_F + 2 * D_squared - surface) == 0

# ---------- field redefinition for a general mode amplitude ----------
cs = sp.symbols("c")
g = sp.diag(1, -1, -1, -1)
A = sp.Matrix(sp.symbols("A0:4"))
J = sp.Matrix(sp.symbols("J0:4"))
q_up = sp.Matrix([2, 1, -3, 5])
q2 = (q_up.T * g * q_up)[0]
K = -q2 * g + q_up * q_up.T      # K A is the divergence of F


def lagrangian(field):
    D = K * field
    return ((field.T * D)[0] / 2 - (J.T * field)[0]
            - 2 * cs * (D.T * g * D)[0])


shifted = sp.expand(lagrangian(A + 2 * cs * g * (K * A + J)))
assert sp.expand(shifted.coeff(cs, 1) + 2 * (J.T * g * J)[0]) == 0
assert sp.expand(shifted.coeff(cs, 0) - lagrangian(A).subs(cs, 0)) == 0

# ---------- photon exchange from the stationary action ----------
gn = np.diag([1.0, -1.0, -1.0, -1.0])
qn = np.array([0.3, 0.5, -0.7, 1.1])
qsq = qn @ gn @ qn
Jn = np.array([0.0, 0.8, 0.4, -0.6])
Jn[0] = qn[1:] @ Jn[1:] / qn[0]          # current conservation
J2 = Jn @ gn @ Jn
Kn = -qsq * gn + np.outer(qn, qn)


def exchange_remainder(c):
    """Exact exchange action minus photon pole and contact term."""
    H = Kn - 4 * c * Kn @ gn @ Kn
    field = np.linalg.lstsq(H, Jn, rcond=1e-10)[0]
    assert np.allclose(H @ field, Jn, atol=1e-10)
    return -Jn @ field / 2 - (J2 / (2 * qsq) - 2 * c * J2)


rem1, rem2 = exchange_remainder(1e-4), exchange_remainder(2e-4)
remainder_ratio = rem2 / rem1
assert abs(remainder_ratio - 4) < 0.02   # remainder is of order c squared

# ---------- atomic level shifts ----------
to_eV = const.c**2 / const.e
m_e, m_mu, m_tau, m_p = [const.value(name + " mass") * to_eV
                         for name in ("electron", "muon", "tau", "proton")]
eV_to_kHz = const.e / const.h / 1e3


def bohr_radius(m):
    return (m + m_p) / (m * m_p * alpha)


def contact_shift(a, M):
    density_at_origin = 1 / (pi * a**3)
    return -2 * (2 * alpha**2 / (15 * M**2)) * density_at_origin


def momentum_shift(a, M):
    """Full polarization folded with the 1S density form factor."""
    h = 0.05
    s = np.exp(np.arange(-16, 25, h))    # s = q a/2
    integrand = s / (1 + s**2)**2 * polarization(2 * s / (a * M))
    return -2 * alpha / pi * (2 / a) * h * np.sum(integrand)


def spectral_shift(a, M):
    """Same shift from the position-space sum of Yukawa potentials."""
    th, w = gauss(80, 0.0, pi / 2)
    co, si = np.cos(th), np.sin(th)
    integral = np.sum(w * (1 + co**2 / 2) * si**2 * co
                      / (2 * M + 2 * co / a)**2)
    return -alpha * 2 * alpha / (3 * pi) * 4 / a**3 * integral


a_H, a_muH = bohr_radius(m_e), bohr_radius(m_mu)
cases = {"H, muon loop": (a_H, m_mu), "H, tau loop": (a_H, m_tau),
         "muonic H, electron loop": (a_muH, m_e)}
results = {}
for name, (a, M) in cases.items():
    contact, full = contact_shift(a, M), spectral_shift(a, M)
    assert abs(momentum_shift(a, M) / full - 1) < 1e-7
    results[name] = (a * M, contact, full, full / contact)
tail = -25 * pi / 64
for name in ("H, muon loop", "H, tau loop"):
    aM, contact, full, ratio = results[name]
    assert abs((ratio - 1) * aM / tail - 1) < 1e-3
assert results["muonic H, electron loop"][3] < 0.5   # contact form fails

# ---------- printed numbers ----------
print(f"inverse fine-structure constant: {1/alpha:.6f}")
for name, m in (("electron", m_e), ("muon", m_mu), ("tau", m_tau), ("proton", m_p)):
    print(f"{name} mass: {m/1e6:.6f} MeV")
print(f"M^2 dPi/dQ^2 at 0, direct loop: {slope_loop:.9e}")
print(f"M^2 dPi/dQ^2 at 0, alpha/(15 pi): {slope_formula:.9e}")
print(f"c M^2 from direct loop: {c_loop:.9e}")
print(f"c M^2 from alpha/(60 pi): {alpha/(60*pi):.9e}")
print(f"Pi at Q=M, direct loop: {pol_loop:.9e}")
print(f"Pi at Q=M, parameter integral: {pol_formula:.9e}")
print(f"longitudinal part / Pi at Q=M: {longitudinal/pol_formula:.1e}")
for ratio_Q in (0.1, 0.5, 1.0, 2.0):
    lead = slope_formula * ratio_Q**2
    print(f"full Pi / leading Pi at Q/M={ratio_Q}: "
          f"{float(polarization(ratio_Q))/lead:.6f}")
print(f"exchange remainder ratio when c doubles: {remainder_ratio:.5f}")
for name, M in (("muon", m_mu), ("tau", m_tau)):
    M_GeV = M / 1e9
    print(f"{name}: c = {alpha/(60*pi*M_GeV**2):.6e} GeV^-2")
    print(f"{name}: 2 alpha^2/(15 M^2) = {2*alpha**2/(15*M_GeV**2):.6e} GeV^-2")
print(f"Bohr radius a, hydrogen: {a_H*1e3:.6f} keV^-1")
print(f"Bohr radius a, muonic hydrogen: {a_muH*1e3:.6f} keV^-1")
for name, (aM, contact, full, ratio) in results.items():
    factor, unit = (1, "eV") if name.startswith("muonic") else (eV_to_kHz, "kHz")
    print(f"{name}: a M = {aM:.6g}")
    print(f"{name}: contact 1S shift = {contact*factor:.7f} {unit}")
    print(f"{name}: full 1S shift = {full*factor:.7f} {unit}")
    print(f"{name}: full/contact - 1 = {ratio-1:.6e}")
    if not name.startswith("muonic"):
        print(f"{name}: (full/contact - 1) a M = {(ratio-1)*aM:.6f}")
print(f"predicted tail coefficient -25 pi/64: {tail:.6f}")
print("success")
```

It prints:

```
inverse fine-structure constant: 137.035999
electron mass: 0.510999 MeV
muon mass: 105.658375 MeV
tau mass: 1776.859629 MeV
proton mass: 938.272089 MeV
M^2 dPi/dQ^2 at 0, direct loop: 1.548546309e-04
M^2 dPi/dQ^2 at 0, alpha/(15 pi): 1.548546309e-04
c M^2 from direct loop: 3.871365774e-05
c M^2 from alpha/(60 pi): 3.871365774e-05
Pi at Q=M, direct loop: 1.403669183e-04
Pi at Q=M, parameter integral: 1.403669183e-04
longitudinal part / Pi at Q=M: -1.1e-12
full Pi / leading Pi at Q/M=0.1: 0.998930
full Pi / leading Pi at Q/M=0.5: 0.974166
full Pi / leading Pi at Q/M=1.0: 0.906443
full Pi / leading Pi at Q/M=2.0: 0.724730
exchange remainder ratio when c doubles: 4.00298
muon: c = 3.467818e-03 GeV^-2
muon: 2 alpha^2/(15 M^2) = 6.360065e-04 GeV^-2
tau: c = 1.226191e-05 GeV^-2
tau: 2 alpha^2/(15 M^2) = 2.248864e-06 GeV^-2
Bohr radius a, hydrogen: 0.268319 keV^-1
Bohr radius a, muonic hydrogen: 0.001443 keV^-1
H, muon loop: a M = 28350.1
H, muon loop: contact 1S shift = -5.0680706 kHz
H, muon loop: full 1S shift = -5.0678512 kHz
H, muon loop: full/contact - 1 = -4.328514e-05
H, muon loop: (full/contact - 1) a M = -1.227139
H, tau loop: a M = 476765
H, tau loop: contact 1S shift = -0.0179203 kHz
H, tau loop: full 1S shift = -0.0179202 kHz
H, tau loop: full/contact - 1 = -2.573977e-06
H, tau loop: (full/contact - 1) a M = -1.227182
muonic H, electron loop: a M = 0.737384
muonic H, electron loop: contact 1S shift = -5.7608817 eV
muonic H, electron loop: full 1S shift = -1.8988297 eV
muonic H, electron loop: full/contact - 1 = -6.703925e-01
predicted tail coefficient -25 pi/64: -1.227185
success
```
